# Matrix Circuits for Spin Pumping in Noncollinear Magnetic Heterostructures

## One magnet and one node

Let an insulating magnet touch a small piece of normal metal. The unit vector $\mathbf m$ points along the spin angular momentum of the magnet, opposite to its magnetization. The metal has a spin accumulation $\boldsymbol\mu$, an energy splitting with a direction. Spin currents are written as a conductance (here a number of channels per area) times an energy. A moving magnet pumps $g\hbar\,\mathbf m\times\dot{\mathbf m}$ into the metal, the accumulation drives $g\boldsymbol\mu$ back, and spin flips remove $g_{sf}\boldsymbol\mu$. If the metal responds fast compared with the precession, these balance:

$$g(\hbar\,\mathbf m\times\dot{\mathbf m}-\boldsymbol\mu)=g_{sf}\boldsymbol\mu
\;\Rightarrow\;
\boldsymbol\mu=\frac{g}{g+g_{sf}}\hbar\,\mathbf m\times\dot{\mathbf m}.$$

The net current is $g_{sf}\boldsymbol\mu=g_{\rm eff}\hbar\,\mathbf m\times\dot{\mathbf m}$, with $1/g_{\rm eff}=1/g+1/g_{sf}$. A perfect sink, $g_{sf}\to\infty$, receives everything pumped. Without spin flip the net current vanishes although the magnet moves, because the part of the accumulation normal to $\mathbf m$ has risen to the source value; the part along $\mathbf m$ is then not fixed by this balance. Pumping thus acts like a battery in series with a contact. With several magnets in different directions, the resistors become matrices.

## The contact law

A normal node has a charge potential $\mu_c$ and the vector $\boldsymbol\mu$, combined in $\hat\mu_N=\mu_c+\boldsymbol\mu\cdot\boldsymbol\sigma/2$. Electrons arriving from a magnet have $\hat\mu_F=\phi+s\,\mathbf m\cdot\boldsymbol\sigma/2$, since only spin along $\mathbf m$ survives inside it. With projectors $u_{\uparrow,\downarrow}=(1\pm\mathbf m\cdot\boldsymbol\sigma)/2$, the reflection and transmission amplitudes into the node are $r=r_\uparrow u_\uparrow+r_\downarrow u_\downarrow$ and likewise $t$. Outgoing minus incoming occupation gives the particle current matrix

$$h\hat I=\sum_{\rm channels}\left(r\hat\mu_Nr^\dagger+t\hat\mu_Ft^\dagger-\hat\mu_N\right).$$

Let $\hat\delta=\hat\mu_F-\hat\mu_N=\delta_c+\boldsymbol\delta_s\cdot\boldsymbol\sigma/2$. In the block $u_\uparrow\cdots u_\uparrow$, unitarity gives $|r_\uparrow|^2-1=-|t_\uparrow|^2$, so the block is $g_\uparrow u_\uparrow\hat\delta u_\uparrow$ with $g_\uparrow=\sum|t_\uparrow|^2$; the down block is analogous. In the block $u_\uparrow\cdots u_\downarrow$ the factor of $\hat\mu_N$ is $r_\uparrow r_\downarrow^*-1$, while $u_\uparrow\hat\mu_Fu_\downarrow=0$. Hence

$$h\hat I=g_\uparrow u_\uparrow\hat\delta u_\uparrow+g_\downarrow u_\downarrow\hat\delta u_\downarrow+\left(g_{\uparrow\downarrow}u_\uparrow\hat\delta u_\downarrow+{\rm h.c.}\right),$$

with $g_{\uparrow\downarrow}=\sum(1-r_\uparrow r_\downarrow^*)=g_r+ig_i$.

For the diagonal blocks, $u_{\uparrow,\downarrow}\hat\delta u_{\uparrow,\downarrow}=u_{\uparrow,\downarrow}(\delta_c\pm\mathbf m\cdot\boldsymbol\delta_s/2)$, ${\rm Tr}\,u_{\uparrow,\downarrow}=1$ and ${\rm Tr}\,\boldsymbol\sigma u_{\uparrow,\downarrow}=\pm\mathbf m$. For the mixed block take the part $\mathbf v$ of $\boldsymbol\delta_s$ normal to $\mathbf m$. Then $\mathbf v\cdot\boldsymbol\sigma$ anticommutes with $\mathbf m\cdot\boldsymbol\sigma$, so

$$u_\uparrow(\mathbf v\cdot\boldsymbol\sigma)u_\downarrow=(\mathbf v\cdot\boldsymbol\sigma)u_\downarrow
=\tfrac12\left[\mathbf v+i\,\mathbf m\times\mathbf v\right]\cdot\boldsymbol\sigma .$$

The last form uses $(\mathbf v\cdot\boldsymbol\sigma)(\mathbf m\cdot\boldsymbol\sigma)=i(\mathbf v\times\mathbf m)\cdot\boldsymbol\sigma$. Multiplying by $g_{\uparrow\downarrow}/2$ and adding the Hermitian conjugate gives $\frac12(g_r\mathbf v-g_i\mathbf m\times\mathbf v)\cdot\boldsymbol\sigma$. With $J_c=h\,{\rm Tr}\hat I$ and $\mathbf J_s=h\,{\rm Tr}\,\boldsymbol\sigma\hat I$,

$$J_c=(g_\uparrow+g_\downarrow)\delta_c+\tfrac12(g_\uparrow-g_\downarrow)\mathbf m\cdot\boldsymbol\delta_s,$$

$$\mathbf J_s=\mathbf m\left[(g_\uparrow-g_\downarrow)\delta_c+\tfrac12(g_\uparrow+g_\downarrow)\mathbf m\cdot\boldsymbol\delta_s\right]+g_r\mathbf v-g_i\mathbf m\times\mathbf v .$$

These lines define a $4\times4$ matrix, $J=G(\mathbf m)\delta$. The angular-momentum current is $(\hbar/2)\mathbf J_s/h=\mathbf J_s/4\pi$.

### The moving magnet

At each instant the magnet turns with angular velocity $\boldsymbol\omega=\mathbf m\times\dot{\mathbf m}$, because $(\mathbf m\times\dot{\mathbf m})\times\mathbf m=\dot{\mathbf m}$. In the frame turning with it, the Hamiltonian gains $-\hbar\boldsymbol\omega\cdot\boldsymbol\sigma/2$. A Fermi sea at rest in the laboratory, filled to zero, is there filled to $-\hbar\boldsymbol\omega\cdot\boldsymbol\sigma/2$. The node accumulation therefore becomes $\boldsymbol\mu-\hbar\boldsymbol\omega$, while the scatterer stands still and the static law applies:

$$\boldsymbol\delta_s=s\mathbf m+\hbar\,\mathbf m\times\dot{\mathbf m}-\boldsymbol\mu .$$

Electrons coming through the magnet acquire the same transverse term, weighted by $\sum t_\uparrow t_\downarrow^*$. This sum is dropped: in a magnet thicker than the transverse coherence length, the phases of the two spins spread over the channels. With $\boldsymbol\mu=s=0$ the pumped angular momentum is $(\hbar/4\pi)(g_r\mathbf m\times\dot{\mathbf m}+g_i\dot{\mathbf m})$, where $\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}$ fixed the last sign. The law is of first order in the precession rate and takes scattering as constant over $\hbar\omega$.

The law was tested without the turning frame. The amplitudes of a periodically moving magnet were expanded in harmonics $s_n$, and absorbed and emitted photons were summed as $\sum_{nn'}\frac12(n+n')\hbar\omega\,s_ns_{n'}^\dagger$. In a circuit of three noncollinear magnets, two nodes and four contacts with random unitary scattering, the currents agreed to $6\times10^{-14}$ of the largest component. In one random draw of two channels without dephasing, the law missed the pumped current by 9% of its magnitude; this draw is a mild one, since over many random two-channel draws the median miss is near 30%.

## Assembly

The unknowns are $x_a=(\mu_c,\boldsymbol\mu)$ for each node and $y_i=(\phi,s)$ for each magnet. The $4\times2$ matrix $E_i$ maps $(\phi,s)$ to $(\phi,s\mathbf m_i)$. With $b_i=(0,\hbar\,\mathbf m_i\times\dot{\mathbf m}_i)$, a contact carries

$$J_{ai}=G_{ai}(E_iy_i+b_i-x_a).$$

A spin-independent link has $h\hat I=g\hat\delta$. The two traces give $J=gD(x_b-x_a)$ with $D={\rm diag}(2,1,1,1)$. Conservation in nodes and magnets reads

$$\sum_iJ_{ai}+\sum_bg_{ab}D(x_b-x_a)-g_{sf,a}(0,\boldsymbol\mu_a)=0,$$

$$-\sum_aE_i^{T}J_{ai}-g_{F,i}(0,s_i)=0 .$$

The magnet equation has two rows because transverse spin is not stored in its electrons; it turns the magnetization. The algorithm at one instant is:

1. Build $G_{ai}$, $E_i$ and $b_i$ from the directions and velocities.
2. Add $G_{ai}E_i$ and $-G_{ai}$ to the rows of node $a$, and $-E_i^T$ times the same blocks to the rows of magnet $i$. Move the terms in $b_i$ to the right side.
3. Add links and leaks.
4. Solve, then recover every $J_{ai}$ from the potentials.

The matrix is singular when no potential is grounded: a common shift of all charge potentials changes no current. The charge rows sum to zero on both sides, so the system remains consistent, and the least-norm solution selects one representative. If all magnets are collinear and nothing flips spin, a common accumulation along their axis is a second free mode, also without current. Singular values below a small fraction of the largest must therefore be treated as zero, and this threshold must lie well below the smallest singular value of physical origin. That value can be much smaller than the weakest leak when only a few of many nodes leak (roughly the leak divided by the number of nodes), and without spin flip it also becomes small when the magnets are nearly collinear.

## Cancellation in equilibrium

For static magnets at a common potential, $\phi=\mu_c$ and $\boldsymbol\mu=s=0$ make every $\delta$ vanish. All sources are zero here as well, so it is a weak check of the assembly.

Common rotation is a stronger one. Let all magnets turn with the same $\boldsymbol\Omega$, $\dot{\mathbf m}_i=\boldsymbol\Omega\times\mathbf m_i$, without spin flip. Try $\boldsymbol\mu=\hbar\boldsymbol\Omega$ everywhere and $s_i=\hbar\boldsymbol\Omega\cdot\mathbf m_i$:

$$\boldsymbol\delta_s/\hbar=(\boldsymbol\Omega\cdot\mathbf m)\mathbf m+\left[\boldsymbol\Omega-\mathbf m(\mathbf m\cdot\boldsymbol\Omega)\right]-\boldsymbol\Omega=0 .$$

Each contact is silent although each magnet moves: this is equilibrium in the turning frame. A leak breaks it, since its row would be left with $-g_{sf}\hbar\boldsymbol\Omega$. For the three-magnet circuit with its leaks removed and $\hbar\boldsymbol\Omega=(0.3,-0.5,0.8)$, the solver returned $\hbar\boldsymbol\Omega$ in both nodes to $4\times10^{-15}$.

## Angular-momentum balance and damping

Sum the spin rows of all nodes. Links cancel in pairs, leaving $\sum\mathbf J_{s,ai}=\sum_ag_{sf,a}\boldsymbol\mu_a$. Split each contact current into parts normal and parallel to $\mathbf m_i$. By the magnet rows, the parallel parts add to $-g_{F,i}s_i\mathbf m_i$. Therefore

$$\sum_i\boldsymbol\tau_i+\frac1{4\pi}\sum_ig_{F,i}s_i\mathbf m_i+\frac1{4\pi}\sum_ag_{sf,a}\boldsymbol\mu_a=0,$$

where $\boldsymbol\tau_i=-\sum_a(1-\mathbf m_i\mathbf m_i)\mathbf J_{s,ai}/4\pi$ is the torque per area on magnetization $i$. The other terms go to the lattices. The balance holds at each instant for any number of slices, and for any contact matrix, so its closure tests the assembly but neither the signs in the contact law nor the discretization error.

Let $S$ be the spin per area of a precessing film and $\mathbf L=-\boldsymbol\tau$ its emission. Then $S\dot{\mathbf m}=S\boldsymbol\omega_f\times\mathbf m-\mathbf L$, where $\boldsymbol\omega_f$ is the precession vector of the effective field. Taking $\mathbf m\times$ and then the product with $\dot{\mathbf m}$,

$$S\boldsymbol\omega_f\cdot\dot{\mathbf m}=(\mathbf m\times\mathbf L)\cdot\dot{\mathbf m}=-\mathbf L\cdot(\mathbf m\times\dot{\mathbf m}).$$

The left side is the rate of change of the magnetic energy, so the right side is minus the dissipated power. Gilbert damping, $\mathbf L=S\alpha\,\mathbf m\times\dot{\mathbf m}$, dissipates $S\alpha|\dot{\mathbf m}|^2$. This defines, for elliptical orbits too,

$$\alpha=\frac{\langle\mathbf L\cdot(\mathbf m\times\dot{\mathbf m})\rangle}{S\langle|\dot{\mathbf m}|^2\rangle}.$$

The one-node circuit gives a test in time. On vectors normal to $\mathbf m$, write $\mathbf m\times$ as $i$; the contact becomes $g_r-ig_i$ and $1/g_{\rm eff}=1/(g_r-ig_i)+1/g_{sf}$. The ${\rm Im}\,g_{\rm eff}$ term multiplies $\dot{\mathbf m}$ and rescales $S$ by $1+\eta$, with $\eta=-\hbar\,{\rm Im}\,g_{\rm eff}/4\pi S$. In a field along $z$,

$$\dot{\mathbf m}=\Omega'\hat{\mathbf z}\times\mathbf m-\alpha'\mathbf m\times\dot{\mathbf m},\quad
\Omega'=\frac{\omega_f}{1+\eta},\quad
\alpha'=\frac{\hbar\,{\rm Re}\,g_{\rm eff}}{4\pi S(1+\eta)} .$$

In polar angles the two components are $\dot\theta=\alpha'\sin\theta\,\dot\varphi$ and $\sin\theta\,\dot\varphi=\Omega'\sin\theta-\alpha'\dot\theta$. Eliminating $\dot\varphi$ gives $\dot\theta=\alpha'\Omega'\sin\theta/(1+\alpha'^2)$, so $\tan(\theta/2)$ grows exponentially: the spin turns away from the field and the magnetization towards it. With $\hbar=\omega_f=1$, $S=40$, $g_{\uparrow\downarrow}=30+6i$, $g_{sf}=25$ and a start at 0.6 rad, both integration and formula gave 1.22200 rad at time 30. The magnet lost 19.3428 units of $z$ spin, and the lattice received the same.

## Wires and their discretization error

A diffusive wire of conductivity $\sigma$ carries the particle current $\sigma\delta_c/(e^2\Delta)$ per area through a slice of thickness $\Delta$ with a difference $\delta_c$ of charge potential across it. Equating this to $2g\delta_c/h$ gives $g=\kappa/\Delta$ with $\kappa=h\sigma/2e^2$. The diffusion equation $\boldsymbol\mu''=\boldsymbol\mu/\lambda^2$ then requires a leak $\kappa\Delta/\lambda^2$ per node, halved at the two ends.

The error can be found in closed form. An interior node obeys $\mu_{a+1}-2\mu_a+\mu_{a-1}=(\Delta/\lambda)^2\mu_a$. The solution $\mu_a=\cosh q(L-a\Delta)$ requires $2\sinh(q\Delta/2)=\Delta/\lambda$, and it also satisfies the closed end with its half leak. The current entering at $a=0$, divided by $\mu_0$, is

$$Y_\Delta=\frac\kappa\Delta\left[\cosh q\Delta-\frac{\cosh q(L-\Delta)}{\cosh qL}\right]=\frac\kappa\lambda\sqrt{1+\frac{\Delta^2}{4\lambda^2}}\,\tanh qL .$$

Since $q\lambda\simeq1-\Delta^2/24\lambda^2$, the error relative to $(\kappa/\lambda)\tanh(L/\lambda)$ is

$$\frac{\Delta^2}{8\lambda^2}-\frac{\Delta^2}{24\lambda^2}\,\frac{2L/\lambda}{\sinh(2L/\lambda)}$$

to leading order. For $\Delta=5$ nm, $L=100$ nm and $\lambda=300$ nm this is $2\times10^{-5}$. Slices are mesh cells of a diffusion equation; making them thinner than the mean free path adds no ballistic physics.

An outer magnet of thickness $d$ and polarization $P$ carries no net charge current. With $\sigma_{\uparrow,\downarrow}=\sigma_F(1\pm P)/2$, zero charge current makes its spin conductivity $4\sigma_\uparrow\sigma_\downarrow/\sigma_F=\sigma_F(1-P^2)$. Its closed far side then gives $g_F=\kappa_F(1-P^2)\tanh(d/\lambda_F)/\lambda_F$.

## Permalloy, copper and a second magnet

A 5 nm permalloy film with $\mu_0M_s=1.0$ T precesses at 10 GHz. Its magnetization lies along $x$ in the film plane, with in-plane amplitude 5°. In a static field $B$ along $x$, small deviations of the magnetization direction $\mathbf n=-\mathbf m$ obey $\dot n_y=-\gamma(B+\mu_0M_s)n_z$ and $\dot n_z=\gamma Bn_y$. They give $\omega=\gamma\sqrt{B(B+\mu_0M_s)}$, hence $B=114$ mT, and an axis ratio $\epsilon=\gamma B/\omega=0.320$.

The film faces a second magnet through 100 nm of copper ($\sigma=3\times10^7$ S/m, $\lambda=300$ nm). Both contacts have $g_\uparrow=40$, $g_\downarrow=12$, $g_r=28$ and $g_i=1$ nm$^{-2}$. Both magnets have $\sigma_F=4\times10^6$ S/m, $P=0.7$ and $\lambda_F=5$ nm, so $g_F=4.01$ nm$^{-2}$. These figures stay fixed while the direction of the second magnet changes. Except in the case of precession in step, the second magnet is taken as static; in a real device its own resonance must then lie well away from 10 GHz.

Transverse spin meets a load of about 28 at the second magnet. For longitudinal spin, $J_c=0$ gives $\delta_c=-\frac12\mathbf m\cdot\boldsymbol\delta_s(g_\uparrow-g_\downarrow)/(g_\uparrow+g_\downarrow)$. The contact conductance is then $2g_\uparrow g_\downarrow/(g_\uparrow+g_\downarrow)=18.5$, and with $g_F$ in series the load is 3.29. A wire ending in a load $g_L$ presents

$$Y=Y_0\frac{g_L+Y_0\tanh(L/\lambda)}{Y_0+g_L\tanh(L/\lambda)},\qquad Y_0=\frac\kappa\lambda=1.29\ {\rm nm^{-2}},$$

from matching $\cosh$ and $\sinh$ solutions. This gives $Y_\perp=3.56$ and $Y_\parallel=2.04$ nm$^{-2}$. In series with the first contact they become 3.16 and 1.90. Dividing by $4\pi S/\hbar=4\pi\times214.3=2693$ nm$^{-2}$ yields $\alpha_\perp=1.17\times10^{-3}$ and $\alpha_\parallel=0.71\times10^{-3}$.

The large in-plane motion pumps spin along $z$, with weight $1/(1+\epsilon^2)=0.907$; the remaining 0.093 lies along $y$. The circuit values follow:

- Second magnet parallel: $1.17\times10^{-3}$, all transverse.
- In plane at 90°: $0.907\alpha_\perp+0.093\alpha_\parallel=1.13\times10^{-3}$.
- Out of plane: the weights exchange, giving $0.75\times10^{-3}$.
- Absent: $Y=Y_0\tanh(1/3)=0.415$ nm$^{-2}$, giving $0.15\times10^{-3}$.
- Precessing in step: no spin crosses the midplane, so half the wire serves each magnet, giving $0.079\times10^{-3}$.

A magnetization tilted by 45° out of plane shows why vectors are needed. The admittance seen at the first magnet has $Y_{zz}=Y_{xx}=2.80$ and $|Y_{xz}|=0.763$. Spin along $x$ also meets the first magnet's longitudinal load, 3.29. Eliminating it leaves $2.80-0.763^2/(2.80+3.29)=2.70$, hence $0.916\times10^{-3}$ for the $z$ source. The weighted sum is $0.94\times10^{-3}$, as the circuit gives; using $Y_{zz}$ alone, without the cross term, would give 0.97.

In this tilted case, the first magnetization receives a cycle-averaged torque of $-3.62$ nJ/m² along $x$. The second magnetization receives $+2.07$, its lattice $+1.02$, copper $+0.34$ and the first lattice $+0.19$ nJ/m². Over half of this component thus turns the second magnetization, whose anchoring must hold it.

## Reading the numbers against real devices

The inputs are rough typical values for permalloy and copper; a real out-of-plane layer would be a different material with other contact figures. The pumped damping is well below the intrinsic damping of permalloy, somewhat under 0.01 as a rough figure. The value of $g_r$ includes the Sharvin correction for diffusive nodes; the bare value would be 14.4 nm$^{-2}$.

One assumption that can move the result strongly is spin conservation at interfaces. Treat the first interface as a thin diffusive layer of conductance $g_I$ and thickness $\delta$ spin lengths: its leak is about $g_I\delta^2$. For $\delta=0.25$, a rough value, the flux crossing the layer falls by $1-e^{-\delta}$, or 22%, if the load behind it is matched to the layer; another load changes this share. Taking $g_I=28$ nm$^{-2}$ and placing the whole leak of 1.75 on the copper side raises $Y_\perp$ from 3.56 to 5.31. The parallel damping then rises by about 40%, because copper was the bottleneck and the interface is a nearer sink. The figure depends on the placement: a leak spread through the layer gives about 48%, and one on the magnet side about 55%.

The copper mean free path is 20 nm, so diffusion over 100 nm is reasonable. In a spacer of a few nanometres most electrons would cross without scattering, and the accumulation inside it would no longer follow a diffusion equation. Spin storage and precession in the copper change the parallel damping by at most 0.04% in a continuum estimate, and the damping without a second magnet by about 1%; these figures use a free-electron diffusion constant, and a density of states 30% larger would raise the last one to about 1.7%. They add an imaginary term to $1/\lambda^2$, which for a nearly real load changes the real part of $g_{\rm eff}$ mainly at second order. The coherence length is about a fifth of the magnet thickness; much thinner films would need the transmitted term dropped above. The remaining estimates are in the numerical output.

## Numbers as computed

```
Contact law vs scattering sums, relative error: 5.5e-14
Same law without dephasing, relative error: 0.09
Rigid rotation, error of mu = hbar*Omega: 3.6e-15
Macrospin angle, integrated / formula: 1.22200 / 1.22200 rad
Spin lost by magnet / found in lattice: 19.3428 / 19.3428 hbar
Frequency 10 GHz, in-plane amplitude 5 deg
mu0*Ms 1.0 T, magnet thickness 5 nm, T 300 K
g_up 40, g_down 12, g_r 28, g_i 1 nm^-2
Cu: sigma 3.0e+07 S/m, length 100 nm, spin length 300 nm
Permalloy: sigma 4.0e+06 S/m, P 0.7, spin length 5 nm
Cu slices 20, time points per cycle 48
Photon energy hbar*omega: 41.36 ueV
Resonance field: 114.3 mT; axis ratio of the orbit: 0.320
Spin per area of the precessing film: 214.3 hbar/nm^2
Cu conductance per spin: 3.872 nm^-2
Total Cu spin-flip conductance: 0.430 nm^-2
Spin-flip conductance of one magnet: 4.010 nm^-2
Pumping damping, second magnet in plane, parallel: 1.1734 x 1e-3
Pumping damping, second magnet in plane, 90 deg: 1.1310 x 1e-3
Pumping damping, second magnet out of plane: 0.7492 x 1e-3
Pumping damping, second magnet tilted 45 deg out of plane: 0.9400 x 1e-3
Pumping damping, second magnet absent: 0.1519 x 1e-3
Pumping damping, second magnet in step: 0.0786 x 1e-3
Small-angle formula, parallel: 1.1741 x 1e-3
Tilted case, peak spin accumulation in Cu:
  at first magnet 3.321 ueV, at second magnet 1.411 ueV
  peak torque on first 115.13, on second 89.20 nJ/m^2
Tilted case, cycle-averaged angular momentum received (x, y, z), nJ/m^2:
  first magnetization: -3.61580, -0.00867, +1.24888
  second magnetization: +2.06770, +0.01333, -2.06770
  first magnet lattice: +0.19134, -0.00398, -0.24141
  second magnet lattice: +1.01633, +0.00000, +1.01633
  Cu lattice: +0.34043, -0.00068, +0.04391
  largest component of the sum: 1.9e-12
Neglected: storage and Hanle change of damping up to 0.04 %
Neglected: Cu mean free path / length = 19.7 nm / 100 nm
Neglected: spin loss per interface crossing 22 % (for delta = 0.25)
Neglected: coherence length / magnet thickness = 0.20
Neglected: forced tilt of second magnet 6.3e-05 rad (drive 0.087 rad)
Neglected: hbar*omega / exchange splitting = 4.1e-05
Neglected: interlayer exchange bound 2.8e-02 nJ/m^2
Included in g_r: Sharvin correction; bare g_r would be 14.4 nm^-2
```
